# Barrier-suppression intensity and the Keldysh parameter for hydrogen at 800 nm: a program that tests the result

```python
# Barrier-suppression estimate for an electron bound by Ip to an ion of charge Z:
#   e F = Ip^2 / (4 Z e^2),   I = c Ip^4 / (128 pi Z^2 e^6)   (Gaussian units),
# and the Keldysh parameter gamma = omega sqrt(2 m Ip) / (e F) at that field.
# F: peak field of linearly polarized light; I: cycle-averaged intensity.
# Formulas use eV and angstrom, with e^2 in eV angstrom; checks use SI.
# Static-field lifetimes of hydrogen come from complex-scaled diagonalization.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigvals, solve
from scipy.optimize import brentq, minimize_scalar

q, m, c, hbar = const.e, const.m_e, const.c, const.hbar
ANG = 1e-10
e2 = q / (4 * np.pi * const.epsilon_0) / ANG          # eV angstrom
hbar2_over_m = hbar**2 / m / q / ANG**2               # eV angstrom^2
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / ANG
Ip_H = hartree / 2
flux_unit = q / ANG**3 * 1e-4       # (eV/angstrom^3)(m/s) to W/cm^2
coefficient = c * flux_unit / (128 * np.pi * e2**3)


def critical_force(Ip, Z):
    return Ip**2 / (4 * Z * e2)


def critical_intensity(Ip, Z):
    return coefficient * Ip**4 / Z**2


def barrier_top_si(field, Z):
    """Numerical maximum of the potential energy in eV; field in V/m."""
    def minus_energy(log_x):
        x = np.exp(log_x) * ANG
        return Z * q / (4 * np.pi * const.epsilon_0 * x) + field * x
    found = minimize_scalar(minus_energy, bounds=(-4, 5), method="bounded",
                            options={"xatol": 1e-9})
    return -found.fun


# Critical field by numerical search, intensity by averaging the energy flux
phase = np.linspace(0, 2 * np.pi, 1000, endpoint=False)
for Ip, Z in [(Ip_H, 1), (4 * Ip_H, 2), (5.0, 1), (25.0, 3)]:
    log_field = brentq(lambda s: barrier_top_si(np.exp(s), Z) + Ip,
                       np.log(1e8), np.log(1e13), xtol=1e-12)
    field = np.exp(log_field)
    flux = const.epsilon_0 * c * np.mean((field * np.cos(phase))**2) * 1e-4
    assert abs(field * ANG / critical_force(Ip, Z) - 1) < 1e-7
    assert abs(flux / critical_intensity(Ip, Z) - 1) < 1e-7

# Hydrogen at 800 nm
wavelength = 800e-9
omega = 2 * np.pi * c / wavelength
period_fs = wavelength / c * 1e15
photon = hbar * omega / q
force = critical_force(Ip_H, 1)
field_si = force / ANG
intensity = critical_intensity(Ip_H, 1)
saddle = 2 * e2 / Ip_H


def keldysh(Ip, Z):
    return 4 * Z * e2 * photon * np.sqrt(2 / hbar2_over_m) / Ip**1.5


gamma = keldysh(Ip_H, 1)
Up = (q * field_si)**2 / (4 * m * omega**2) / q

# Quiver energy from the integrated equation of motion, drift removed
time = np.linspace(0, 2 * np.pi / omega, 20001)
velocity = cumulative_trapezoid(q * field_si * np.cos(omega * time) / m,
                                time, initial=0)[:-1]
velocity -= velocity.mean()
Up_numeric = np.mean(m * velocity**2 / 2) / q
assert abs(Up_numeric / Up - 1) < 1e-6
assert abs(np.sqrt(Ip_H / (2 * Up_numeric)) / gamma - 1) < 1e-6

# Barrier time from quadrature over a triangular barrier; the value in seconds
# is tiny, so only the relative tolerance of the integrator may control it
length = Ip_H / force * ANG
tau = quad(lambda s: length / np.sqrt(2 * Ip_H * q * (1 - s) / m), 0, 1,
           epsabs=0, epsrel=1e-9)[0]
assert abs(omega * tau / gamma - 1) < 1e-6
assert abs(8 * photon / Ip_H / gamma - 1) < 1e-7


# The barrier top is a saddle: maximum along the force, minimum across it
def potential(x, y):
    return -e2 / np.hypot(x, y) - force * x


h = 1e-3
across = (potential(saddle, h) + potential(saddle, -h)
          - 2 * potential(saddle, 0)) / h**2
along = (potential(saddle + h, 0) + potential(saddle - h, 0)
         - 2 * potential(saddle, 0)) / h**2
assert abs(across / (e2 / saddle**3) - 1) < 1e-5
assert abs(along / (-2 * e2 / saddle**3) - 1) < 1e-5


def transverse_energy(f):
    """Zero-point energy of two transverse oscillators at the saddle, eV."""
    x0 = np.sqrt(e2 / f)
    return np.sqrt(hbar2_over_m * e2 / x0**3)


zero_point = transverse_energy(force)
assert abs(np.sqrt(hbar2_over_m * across) / zero_point - 1) < 1e-5
assert abs(zero_point / (Ip_H / 4) - 1) < 1e-7
open_force = brentq(lambda f: 2 * np.sqrt(e2 * f) - transverse_energy(f)
                    - Ip_H, force, 3 * force)
open_intensity = intensity * (open_force / force)**2


def stark_resonance(field_au, angle=0.4, size=20):
    """Hydrogen ground resonance in a static field, atomic units.

    Products of Laguerre functions in parabolic coordinates are used. The
    Schroedinger equation is multiplied by the sum of the two coordinates.
    """
    scale = np.exp(-1j * angle)
    n = np.arange(size + 2)
    x_big = (np.diag(2.0 * n + 1) - np.diag(n[1:], 1) - np.diag(n[1:], -1))
    x = x_big[:size, :size]
    x_squared = (x_big @ x_big)[:size, :size]
    one = np.eye(size)
    derivative = x / 4 - np.diag(n[:size] + 0.5)
    ham = (-2 * scale * (np.kron(derivative, one) + np.kron(one, derivative))
           - 2 * np.eye(size**2)
           + field_au / (2 * scale**2)
           * (np.kron(x_squared, one) - np.kron(one, x_squared)))
    overlap = (np.kron(x, one) + np.kron(one, x)) / scale
    energies = eigvals(solve(overlap, ham))
    return energies[np.argmin(abs(energies + 0.5))]


# Weak-field checks: Stark series and leading tunnelling rate with correction
weak = stark_resonance(0.01)
series = -0.5 - 9 / 4 * 0.01**2 - 3555 / 64 * 0.01**4
assert abs(weak.real - series) < 2e-8
f_test = 0.04
width_test = -2 * stark_resonance(f_test).imag
rate_test = 4 / f_test * np.exp(-2 / (3 * f_test)) * (1 - 107 * f_test / 12)
assert abs(width_test / rate_test - 1) < 0.1  # next order in field omitted

lifetimes = []
for f in (force, open_force):
    f_au = f * bohr / hartree
    first = stark_resonance(f_au)
    second = stark_resonance(f_au, angle=0.5, size=24)
    width = -2 * second.imag
    assert width > 0
    assert abs(-2 * first.imag / width - 1) < 1e-3
    lifetimes.append(hbar / (width * hartree * q) * 1e15)
assert lifetimes[0] > period_fs
assert lifetimes[1] < period_fs / 2

helium_ion = critical_intensity(4 * Ip_H, 2)
assert abs(helium_ion / intensity - 64) < 1e-9

print(f"e^2 = {e2:.4f} eV angstrom")
print(f"hbar^2/m = {hbar2_over_m:.4f} eV angstrom^2")
print(f"speed of light = {c:.5e} m/s")
print(f"intensity coefficient = {coefficient:.4e} W/cm^2 per eV^4")
print(f"hydrogen Ip, fixed nucleus = {Ip_H:.4f} eV")
print(f"hydrogen saddle position = {saddle:.4f} angstrom")
print(f"hydrogen critical force eF = {force:.4f} eV/angstrom")
print(f"hydrogen critical field = {field_si:.4e} V/m")
print(f"hydrogen critical intensity = {intensity:.4e} W/cm^2")
print(f"wavelength = {wavelength * 1e9:.0f} nm")
print(f"photon energy = {photon:.4f} eV")
print(f"optical period = {period_fs:.3f} fs")
print(f"Ip / photon energy = {Ip_H / photon:.3f} (no unit)")
print(f"quiver energy Up at critical field = {Up:.3f} eV")
print(f"triangular barrier length = {length / ANG:.3f} angstrom")
print(f"barrier time tau = {tau * 1e15:.4f} fs")
print(f"Keldysh parameter, hydrogen = {gamma:.4f} (no unit)")
print(f"intensity for gamma = 1 = {intensity * gamma**2:.3e} W/cm^2")
print(f"He+ Ip, fixed nucleus = {4 * Ip_H:.4f} eV")
print(f"He+ critical intensity = {helium_ion:.3e} W/cm^2")
print(f"He+ / hydrogen intensity = {helium_ion / intensity:.2f} (no unit)")
print(f"Keldysh parameter, He+ = {keldysh(4 * Ip_H, 2):.4f} (no unit)")
print(f"transverse zero-point energy = {zero_point:.3f} eV")
print(f"static lifetime at critical field = {lifetimes[0]:.2f} fs")
print(f"lifetime / optical period = {lifetimes[0] / period_fs:.2f} (no unit)")
print(f"force with transverse energy = {open_force:.3f} eV/angstrom")
print(f"intensity with transverse energy = {open_intensity:.2e} W/cm^2")
print(f"ratio to simple estimate = {open_intensity / intensity:.2f} (no unit)")
print(f"static lifetime at that higher field = {lifetimes[1]:.3f} fs")
print("no test failed")
```

It prints:

```
e^2 = 14.3996 eV angstrom
hbar^2/m = 7.6200 eV angstrom^2
speed of light = 2.99792e+08 m/s
intensity coefficient = 4.0005e+09 W/cm^2 per eV^4
hydrogen Ip, fixed nucleus = 13.6057 eV
hydrogen saddle position = 2.1167 angstrom
hydrogen critical force eF = 3.2139 eV/angstrom
hydrogen critical field = 3.2139e+10 V/m
hydrogen critical intensity = 1.3709e+14 W/cm^2
wavelength = 800 nm
photon energy = 1.5498 eV
optical period = 2.669 fs
Ip / photon energy = 8.779 (no unit)
quiver energy Up at critical field = 8.192 eV
triangular barrier length = 4.233 angstrom
barrier time tau = 0.3870 fs
Keldysh parameter, hydrogen = 0.9113 (no unit)
intensity for gamma = 1 = 1.138e+14 W/cm^2
He+ Ip, fixed nucleus = 54.4228 eV
He+ critical intensity = 8.774e+15 W/cm^2
He+ / hydrogen intensity = 64.00 (no unit)
Keldysh parameter, He+ = 0.2278 (no unit)
transverse zero-point energy = 3.401 eV
static lifetime at critical field = 32.58 fs
lifetime / optical period = 12.21 (no unit)
force with transverse energy = 6.531 eV/angstrom
intensity with transverse energy = 5.66e+14 W/cm^2
ratio to simple estimate = 4.13 (no unit)
static lifetime at that higher field = 0.666 fs
no test failed
```
